# Orbital magnetization of Haldane flakes: extrapolating the r × v moment: test program

```python
# Orbital magnetization of the Haldane model.
# Result under test: for electrons (charge -e) at fixed chemical potential mu
# and temperature T, the flake value
#   M(L) = -(e/2A) sum_n f_n <n| x v_y - y v_x |n>,  A = L^2 * cell area,
# extrapolated in 1/L, equals the bulk integral
#   M = int d2k/(2 pi)^2 sum_n [ f_n m_n + (e/hbar) Omega_n G_n ],
#   G_n = kT ln(1 + exp(-(E_n - mu)/kT)), m_n = intrinsic moment,
#   Omega_n = Berry curvature, f_n = Fermi function.
# The flakes must be larger than the thermal length ~ hbar v/(pi kT).
# Units: energy t1, length = lattice constant, magnetization e*t1/hbar.
# The magnetic field enters as b = e*B/hbar.
import numpy as np
from scipy import constants
from scipy.sparse import csr_matrix
from scipy.special import expit

A1 = np.array([1.0, 0.0])
A2 = np.array([0.5, np.sqrt(3) / 2])
TAU = (A1 + A2) / 3                      # position of orbital B in the cell
CELL = A1[0] * A2[1] - A1[1] * A2[0]
B1 = 2 * np.pi * np.array([1.0, -1 / np.sqrt(3)])
B2 = 2 * np.pi * np.array([0.0, 2 / np.sqrt(3)])
T1, T2, PHI = 1.0, 0.2, np.pi / 3


def haldane(stagger):
    """Entries (row, col, n1, n2, amplitude): hop from cell R to R+n."""
    hops = [(0, 0, 0, 0, stagger), (1, 1, 0, 0, -stagger)]
    for n1, n2 in ((0, 0), (1, 0), (0, 1)):
        hops += [(0, 1, n1, n2, T1), (1, 0, -n1, -n2, T1)]
    for n1, n2 in ((1, 0), (-1, 1), (0, -1)):
        for orb, sign in ((0, 1), (1, -1)):
            amp = T2 * np.exp(1j * sign * PHI)
            hops += [(orb, orb, n1, n2, amp),
                     (orb, orb, -n1, -n2, np.conj(amp))]
    return hops


def soft(energy, mu, kt):
    return kt * np.logaddexp(0.0, -(energy - mu) / kt)


def fermi(energy, mu, kt):
    return expit(-(energy - mu) / kt)


# ---------- bulk side ----------
def bloch(hops, steps, closed=False):
    frac = np.arange(steps + int(closed)) / steps
    p, q = np.meshgrid(frac, frac, indexing="ij")
    kx, ky = p * B1[0] + q * B2[0], p * B1[1] + q * B2[1]
    ham = np.zeros(p.shape + (2, 2), complex)
    hx, hy = np.zeros_like(ham), np.zeros_like(ham)
    for row, col, n1, n2, amp in hops:
        d = n1 * A1 + n2 * A2 + (row - col) * TAU
        term = amp * np.exp(-1j * (kx * d[0] + ky * d[1]))
        ham[..., row, col] += term
        hx[..., row, col] += -1j * d[0] * term
        hy[..., row, col] += -1j * d[1] * term
    return ham, hx, hy


def bulk_data(hops, steps):
    """Band energies and Im[(dH/dkx)_01 (dH/dky)_10]."""
    ham, hx, hy = bloch(hops, steps)
    energy, u = np.linalg.eigh(ham)
    udag = np.conj(np.swapaxes(u, -1, -2))
    x, y = udag @ hx @ u, udag @ hy @ u
    return energy, np.imag(x[..., 0, 1] * y[..., 1, 0])


def bulk_magnetization(data, mu, kt):
    energy, inter = data
    gap = energy[..., 1] - energy[..., 0]
    moment = inter / gap                 # the same for both bands
    curv = -2 * inter / gap**2           # lower band; upper is opposite
    f, g = fermi(energy, mu, kt), soft(energy, mu, kt)
    total = moment * f.sum(-1) + curv * (g[..., 0] - g[..., 1])
    return total.mean() / CELL


def link_fluxes(hops, steps):
    """Berry flux of the lower band per plaquette, and mean band energy."""
    energy, u = np.linalg.eigh(bloch(hops, steps, closed=True)[0])
    s = u[..., 0]

    def overlap(a, b):
        return np.sum(np.conj(a) * b, axis=-1)

    c00, c10, c11, c01 = s[:-1, :-1], s[1:, :-1], s[1:, 1:], s[:-1, 1:]
    loop = (overlap(c00, c10) * overlap(c10, c11)
            * overlap(c11, c01) * overlap(c01, c00))
    mid = energy.mean(-1)
    mid = (mid[:-1, :-1] + mid[1:, :-1] + mid[1:, 1:] + mid[:-1, 1:]) / 4
    return -np.angle(loop), mid


# ---------- flake side ----------
def flake(hops, size):
    i, j = np.meshgrid(np.arange(size), np.arange(size), indexing="ij")
    i, j = i.ravel(), j.ravel()
    ham = np.zeros((2 * size**2, 2 * size**2), complex)
    for row, col, n1, n2, amp in hops:
        ii, jj = i + n1, j + n2
        ok = (ii >= 0) & (ii < size) & (jj >= 0) & (jj < size)
        target = 2 * (ii[ok] * size + jj[ok]) + row
        source = 2 * (i[ok] * size + j[ok]) + col
        ham[target, source] += amp
    cells = i[:, None] * A1 + j[:, None] * A2
    pos = np.stack([cells, cells + TAU], axis=1).reshape(-1, 2)
    return ham, pos - pos.mean(axis=0)


def r_cross_v(ham, pos):
    x, y = pos.T
    vx = 1j * ham * (x[None, :] - x[:, None])    # i [H, x]
    vy = 1j * ham * (y[None, :] - y[:, None])
    return csr_matrix(x[:, None] * vy - y[:, None] * vx)


def with_field(ham, pos, b):
    x, y = pos.T
    return ham * np.exp(0.5j * b * (np.outer(x, y) - np.outer(y, x)))


def solve_flake(ham, pos):
    """Energies and site-resolved r x v of every eigenstate."""
    energy, v = np.linalg.eigh(ham)
    return energy, np.real(np.conj(v) * (r_cross_v(ham, pos) @ v))


def flake_magnetization(energy, moments, size, mu, kt):
    return -0.5 * np.dot(fermi(energy, mu, kt), moments) / (size**2 * CELL)


SIZES = {"trivial": np.array([8, 10, 12, 14, 16]),
         "Chern": np.array([12, 15, 18, 21, 24])}
STAGGER = {"trivial": 1.6, "Chern": 0.2}
MODELS = {name: haldane(d) for name, d in STAGGER.items()}
REGIMES = {"trivial": ("trivial", 0.0, 0.05),
           "Chern": ("Chern", 0.0, 0.05),
           "metal": ("Chern", 1.2, 0.15)}
MU_LOW, MU_HIGH, KT_GAP = -0.5, 0.0, 0.05
KT_SHARP = 1e-5
GRID, COARSE_GRID, COLD_GRID = 160, 120, 300

print("t2 = %.3f t1, phi = %.6f rad, cell area = %.6f a^2"
      % (T2, PHI, CELL))
bulk, bulk_coarse, chern = {}, {}, {}
for name, hops in MODELS.items():
    bulk[name] = bulk_data(hops, GRID)
    bulk_coarse[name] = bulk_data(hops, COARSE_GRID)
    energy, inter = bulk[name]
    flux, mid = link_fluxes(hops, GRID)
    chern[name] = flux.sum() / (2 * np.pi)
    curv = -2 * inter / (energy[..., 1] - energy[..., 0])**2
    assert abs(chern[name] - round(chern[name])) < 1e-8
    assert abs(2 * np.pi * curv.mean() / CELL - chern[name]) < 1e-6
    # filled lower band: M = int Omega (mu - mean band energy)
    two_band = np.sum(flux * (MU_HIGH - mid)) / (2 * np.pi)**2
    assert abs(two_band - bulk_magnetization(bulk[name], 0.0, 0.01)) < 1e-4
    top, bottom = energy[..., 0].max(), energy[..., 1].min()
    assert top < MU_LOW < MU_HIGH < bottom
    print("%s model: Delta = %.2f t1, Chern number = %d"
          % (name, STAGGER[name], round(chern[name])))
    print("  lower band top = %.3f t1, upper band bottom = %.3f t1"
          % (top, bottom))
    print("  two-band link-flux M at mu=0, T=0 = %.5f e t1/hbar" % two_band)
assert round(chern["trivial"]) == 0 and abs(round(chern["Chern"])) == 1
upper = bulk["Chern"][0][..., 1]
assert upper.min() < REGIMES["metal"][1] < upper.max()
print("Chern model: upper band top = %.3f t1" % upper.max())

# First-order field response of the resolvent in the central cell.
size, z, b = 13, -0.3 + 1.5j, 1e-3
ham, pos = flake(MODELS["Chern"], size)
centre = 2 * ((size // 2) * size + size // 2)
traces = []
for field in (b, -b):
    green = np.linalg.inv(z * np.eye(len(ham)) - with_field(ham, pos, field))
    traces.append(green[centre, centre] + green[centre + 1, centre + 1])
response = (traces[0] - traces[1]) / (2 * b)
energy, inter = bulk["Chern"]
z0, z1 = z - energy[..., 0], z - energy[..., 1]
predicted = np.mean(inter * (1 / (z0**2 * z1) - 1 / (z1**2 * z0)))
assert abs(response - predicted) < 1e-4 * abs(predicted)
print("resolvent response at z = -0.3+1.5i (t1), cell trace, a^2/t1:")
print("  flake centre = %.7f %+.7fi" % (response.real, response.imag))
print("  k-space      = %.7f %+.7fi" % (predicted.real, predicted.imag))

# Moment of r x v against the field derivative of the grand potential.
size, b = 15, 2e-4
ham, pos = flake(MODELS["Chern"], size)
centre = 2 * ((size // 2) * size + size // 2)
omega_total, omega_centre = [], []
for field in (b, -b):
    energy, v = np.linalg.eigh(with_field(ham, pos, field))
    local = -(np.abs(v)**2) @ soft(energy, MU_HIGH, KT_GAP)
    omega_total.append(local.sum())
    omega_centre.append(local[centre] + local[centre + 1])
from_field = -(omega_total[0] - omega_total[1]) / (2 * b * size**2 * CELL)
from_centre = -(omega_centre[0] - omega_centre[1]) / (2 * b * CELL)
energy, sites = solve_flake(ham, pos)
from_rv = flake_magnetization(energy, sites.sum(0), size, MU_HIGH, KT_GAP)
m_bulk = bulk_magnetization(bulk["Chern"], MU_HIGH, KT_GAP)
assert abs(from_field - from_rv) < 2e-6
assert abs(from_centre - m_bulk) < 2e-4
print("Chern flake L=%d, mu=0, M in e t1/hbar:" % size)
print("  r x v = %.6f, field derivative = %.6f" % (from_rv, from_field))
print("  central cell field derivative = %.6f" % from_centre)

# Independence of the origin, in the metallic regime.
ham, pos = flake(MODELS["Chern"], 12)
values = []
for shift in (np.zeros(2), np.array([37.0, -12.0])):
    energy, sites = solve_flake(ham, pos + shift)
    values.append(flake_magnetization(energy, sites.sum(0), 12,
                                      *REGIMES["metal"][1:]))
assert abs(values[0] - values[1]) < 1e-9

# Flakes of growing size.
spectra = {}
for name, hops in MODELS.items():
    for size in SIZES[name]:
        energy, sites = solve_flake(*flake(hops, size))
        spectra[name, size] = (energy, sites.sum(0))
        if name == "Chern" and size == SIZES[name][-1]:
            change = sites @ (fermi(energy, MU_HIGH, KT_GAP)
                              - fermi(energy, MU_LOW, KT_GAP))


def series(model, mu, kt):
    return np.array([flake_magnetization(*spectra[model, s], s, mu, kt)
                     for s in SIZES[model]])


def extrapolate(model, mu, kt):
    """Limit, 1/L and 1/L^2 coefficients, and rms residual of the fit."""
    inverse, values = 1 / SIZES[model], series(model, mu, kt)
    coef = np.polyfit(inverse, values, 2)
    rms = np.sqrt(np.mean((np.polyval(coef, inverse) - values)**2))
    return coef[2], coef[1], coef[0], rms


curves = {name: series(*args) for name, args in REGIMES.items()}
sharp = series("Chern", REGIMES["metal"][1], KT_SHARP)
print("M(L) in e t1/hbar, trivial:")
for size, value in zip(SIZES["trivial"], curves["trivial"]):
    print("  L=%d: %.6f" % (size, value))
print("M(L) in e t1/hbar: Chern, metal, metal with sharp filling")
for n, size in enumerate(SIZES["Chern"]):
    print("  L=%d: %.6f  %.6f  %.6f"
          % (size, curves["Chern"][n], curves["metal"][n], sharp[n]))

unit_microamp = (constants.e * constants.electron_volt
                 / constants.hbar * 1e6)
print("e t1/hbar for t1 = 1 eV: %.4f microampere" % unit_microamp)
tolerance = {"trivial": 2e-5, "Chern": 2e-4, "metal": 1e-3}
fits = {}
for name, (model, mu, kt) in REGIMES.items():
    fits[name] = extrapolate(model, mu, kt)
    limit, slope, corner, rms = fits[name]
    exact = bulk_magnetization(bulk[model], mu, kt)
    coarse = bulk_magnetization(bulk_coarse[model], mu, kt)
    raw_error = abs(curves[name][-1] - exact)
    print("%s: mu = %.2f t1, kT = %.2f t1" % (name, mu, kt))
    print("  extrapolated M = %.6f, k-space M = %.6f e t1/hbar"
          % (limit, exact))
    print("  same for t1 = 1 eV: %.4f and %.4f microampere"
          % (limit * unit_microamp, exact * unit_microamp))
    print("  1/L coefficient = %.6f, 1/L^2 coefficient = %.6f e t1/hbar"
          % (slope, corner))
    print("  error: L=%d flake %.2e, extrapolated %.2e; fit rms %.2e"
          % (SIZES[model][-1], raw_error, abs(limit - exact), rms))
    assert abs(coarse - exact) < 1e-7
    assert abs(limit - exact) < tolerance[name]
    assert abs(limit - exact) < 0.5 * raw_error

# What the quadratic in 1/L leaves out must die away as T rises.
for name, mu, kts in (("Chern", 0.0, (0.05, 0.075)),
                      ("metal", 1.2, (0.10, 0.15))):
    errors = []
    for kt in kts:
        exact = bulk_magnetization(bulk["Chern"], mu, kt)
        errors.append(abs(extrapolate("Chern", mu, kt)[0] - exact))
    print("%s: extrapolation error %.2e at kT=%.3f t1, %.2e at kT=%.3f t1"
          % (name, errors[0], kts[0], errors[1], kts[1]))
    assert errors[0] < tolerance[name]
    assert errors[1] < 0.3 * errors[0]

# Dependence on the chemical potential inside the gap.
for name in MODELS:
    low = extrapolate(name, MU_LOW, KT_GAP)[0]
    high = extrapolate(name, MU_HIGH, KT_GAP)[0]
    rate = (high - low) / (MU_HIGH - MU_LOW)
    print("%s: flake dM/dmu = %.6f, C/(2 pi) = %.6f e/hbar"
          % (name, rate, chern[name] / (2 * np.pi)))
    assert abs(rate - chern[name] / (2 * np.pi)) < 1e-3

# The change of M with mu in the Chern gap sits at the edge.
last = SIZES["Chern"][-1]
i, j = np.divmod(np.arange(last**2), last)
depth = np.minimum(np.minimum(i, last - 1 - i), np.minimum(j, last - 1 - j))
near_edge = np.repeat(depth < 4, 2)
share = change[near_edge].sum() / change.sum()
assert abs(share - 1) < 0.1
print("Chern L=%d, mu -0.5 to 0: share of change in outer 4 cells = %.4f"
      % (last, share))

# Sharp occupations leave fluctuations that a smooth fit cannot absorb.
sharp_fit = extrapolate("Chern", REGIMES["metal"][1], KT_SHARP)
cold = bulk_magnetization(bulk_data(MODELS["Chern"], COLD_GRID), 1.2, 0.01)
assert sharp_fit[3] > 5 * fits["metal"][3]
print("metal, sharp filling: extrapolated M = %.6f, fit rms = %.2e e t1/hbar"
      % (sharp_fit[0], sharp_fit[3]))
print("metal, k-space M at kT = 0.01 t1: %.6f e t1/hbar" % cold)
print("done: every assertion held")
```

It prints:

```
t2 = 0.200 t1, phi = 1.047198 rad, cell area = 0.866025 a^2
trivial model: Delta = 1.60 t1, Chern number = 0
  lower band top = -1.000 t1, upper band bottom = 0.401 t1
  two-band link-flux M at mu=0, T=0 = -0.00242 e t1/hbar
Chern model: Delta = 0.20 t1, Chern number = 1
  lower band top = -1.000 t1, upper band bottom = 0.400 t1
  two-band link-flux M at mu=0, T=0 = 0.03260 e t1/hbar
Chern model: upper band top = 3.607 t1
resolvent response at z = -0.3+1.5i (t1), cell trace, a^2/t1:
  flake centre = 0.0589320 -0.0101890i
  k-space      = 0.0589320 -0.0101890i
Chern flake L=15, mu=0, M in e t1/hbar:
  r x v = 0.026807, field derivative = 0.026807
  central cell field derivative = 0.032604
M(L) in e t1/hbar, trivial:
  L=8: -0.001708
  L=10: -0.001842
  L=12: -0.001933
  L=14: -0.002000
  L=16: -0.002050
M(L) in e t1/hbar: Chern, metal, metal with sharp filling
  L=12: 0.025443  0.034717  0.028885
  L=15: 0.026807  0.034899  0.027865
  L=18: 0.027740  0.035016  0.029154
  L=21: 0.028415  0.035098  0.028422
  L=24: 0.028925  0.035159  0.028191
e t1/hbar for t1 = 1 eV: 243.4135 microampere
trivial: mu = 0.00 t1, kT = 0.05 t1
  extrapolated M = -0.002418, k-space M = -0.002418 e t1/hbar
  same for t1 = 1 eV: -0.5887 and -0.5886 microampere
  1/L coefficient = 0.006100, 1/L^2 coefficient = -0.003360 e t1/hbar
  error: L=16 flake 3.68e-04, extrapolated 9.85e-08; fit rms 2.00e-09
Chern: mu = 0.00 t1, kT = 0.05 t1
  extrapolated M = 0.032639, k-space M = 0.032606 e t1/hbar
  same for t1 = 1 eV: 7.9447 and 7.9366 microampere
  1/L coefficient = -0.091885, 1/L^2 coefficient = 0.066391 e t1/hbar
  error: L=24 flake 3.68e-03, extrapolated 3.33e-05; fit rms 9.45e-07
metal: mu = 1.20 t1, kT = 0.15 t1
  extrapolated M = 0.035559, k-space M = 0.035557 e t1/hbar
  same for t1 = 1 eV: 8.6555 and 8.6551 microampere
  1/L coefficient = -0.009111, 1/L^2 coefficient = -0.011837 e t1/hbar
  error: L=24 flake 3.99e-04, extrapolated 1.45e-06; fit rms 3.58e-08
Chern: extrapolation error 3.33e-05 at kT=0.050 t1, 4.58e-07 at kT=0.075 t1
metal: extrapolation error 2.52e-05 at kT=0.100 t1, 1.45e-06 at kT=0.150 t1
trivial: flake dM/dmu = 0.000002, C/(2 pi) = -0.000000 e/hbar
Chern: flake dM/dmu = 0.159273, C/(2 pi) = 0.159155 e/hbar
Chern L=24, mu -0.5 to 0: share of change in outer 4 cells = 1.0000
metal, sharp filling: extrapolated M = 0.028690, fit rms = 4.50e-04 e t1/hbar
metal, k-space M at kT = 0.01 t1: 0.027903 e t1/hbar
done: every assertion held
```
